# Goodman-Rose Photocurrent Scaling with a Space-Charge-Limited Slow Carrier

Light creates electron-hole pairs at a uniform rate \(G\) per unit volume in a film across which the electrostatic potential drops by \(V\). Let holes be the slow carriers, with mobility \(\mu_h\), and let their charge limit the current. If transport is by drift, recombination in the collecting region is negligible, and that region is shorter than the film, the form of the current density \(J\) follows from units alone. The hole flux \(j=p\mu_hE\), with \(p\) the hole density and \(E\) the field, grows according to \(dj/dx=G\). Poisson's equation for holes, \(dE/dx=qp/\varepsilon\), turns the flux into

\[
j=\frac{\varepsilon\mu_h}{q}\,E\frac{dE}{dx}.
\]

The charge \(q>0\), the permittivity \(\varepsilon\) and the mobility therefore enter the flux through the single combination \(\varepsilon\mu_h/q\), whose unit is cm V\(^{-2}\) s\(^{-1}\). Write

\[
\frac Jq=C\left(\frac{\varepsilon\mu_h}{q}\right)^{a}G^{r}V^{c},
\]

with \(C\) a pure number. The left side has unit cm\(^{-2}\) s\(^{-1}\), and \(G\) has unit cm\(^{-3}\) s\(^{-1}\). Matching volts, seconds and centimetres gives

\[
-2a+c=0,\qquad -a-r=-1,\qquad a-3r=-2 .
\]

The second equation gives \(r=1-a\). The third then reads \(4a-3=-2\), so \(a=1/4\), \(r=3/4\) and \(c=1/2\). Hence \(J\propto G^{3/4}V^{1/2}\). What remains is to find \(C\), to show why such a region forms, and to see what happens when another length, voltage or pure number enters.

Place the electron-collecting contact at the left and the hole-collecting contact at the right, and count \(E\) positive towards the right. Each contact blocks the other carrier. Practical device units are used, with \(\varepsilon=\varepsilon_r\varepsilon_0\). For steady drift with constant mobilities and no traps, the electron and hole currents are \(J_e=qn\mu_eE\) and \(J_h=qp\mu_hE\), both positive, where \(n\) is the electron density. With bimolecular recombination at the rate \(knp\),

\[
\frac{dJ_h}{dx}=q(G-knp),\qquad J_e+J_h=J,\qquad
\varepsilon\frac{dE}{dx}=q(p-n).
\]

Far from both contacts a neutral plasma can exist in which generation and recombination balance:

\[
n=p=\sqrt{G/k},\qquad
E_p=\frac{J}{q(\mu_e+\mu_h)\sqrt{G/k}} .
\]

It conducts the current but supplies no net carriers to it. With \(b=\mu_h/\mu_e\), holes carry the fraction \(b/(1+b)\) of the current there. At the hole contact they must carry all of it, because electrons are blocked. Integrating the hole balance from the plasma to this contact gives

\[
q\int(G-knp)\,dx=J-\frac{b}{1+b}J=\frac{J}{1+b}.
\]

The corresponding layer at the electron contact supplies the remaining \(bJ/(1+b)\). When \(b\ll1\), nearly all the net generation thus takes place next to the hole contact. The charge there is positive, since

\[
q(p-n)=\frac1E\left(\frac{J_h}{\mu_h}-\frac{J_e}{\mu_e}\right)
\]

vanishes in the plasma and grows as the hole share of the current rises. Slow holes need a high density to carry their current, and their charge builds the field that extracts them.

Let this region have length \(L_1\), and measure \(x\) from its inner edge. To leading order in small \(b\) and small recombination, the hole current starts from zero at the edge, so that

\[
J_h=qGx,\qquad J_e=qG(L_1-x),\qquad J=qGL_1 .
\]

The ratio \(n/p=bJ_e/J_h=b(L_1-x)/x\) is small except very near the edge, so the electron charge may be dropped. Substituting \(p=J_h/(q\mu_hE)\) in Poisson's equation gives

\[
\varepsilon\mu_hE\frac{dE}{dx}=qGx .
\]

The small plasma field is neglected by setting \(E(0)=0\). Integration from the edge yields \(\varepsilon\mu_hE^2/2=qGx^2/2\), or

\[
E=sx,\qquad s=\sqrt{\frac{qG}{\varepsilon\mu_h}},\qquad
p=\frac{\varepsilon s}{q}=\sqrt{\frac{\varepsilon G}{q\mu_h}} .
\]

The hole density is uniform: the hole current and the drift velocity both grow in proportion to \(x\). The voltage across the region is

\[
V=\int_0^{L_1}sx\,dx=\frac{sL_1^2}{2},
\]

and therefore

\[
L_1=\left(\frac{2V}{s}\right)^{1/2}
=\left(\frac{4\varepsilon\mu_hV^2}{qG}\right)^{1/4}.
\]

Multiplication by \(qG\) gives the current,

\[
\boxed{J=q\left(\frac{4\varepsilon\mu_h}{q}\right)^{1/4}G^{3/4}V^{1/2}} .
\]

The constant in the dimensional argument is thus \(C=4^{1/4}\). The power of \(G\) is below one because stronger light also shortens the region, as \(G^{-1/4}\). The recombination coefficient is absent, although a fraction \(1-L_1/L\) of the pairs created in a film of thickness \(L\) recombines. To leading order those pairs are lost in the plasma, where \(k\) sets the carrier density while the net loss is fixed by the length of the plasma.

A cruder estimate of the prefactor uses the space-charge law for a constant hole current. In that case \(\varepsilon\mu_hE\,dE/dx=J\), so \(E=\sqrt{2Jx/(\varepsilon\mu_h)}\), and integration over \(L_1\) gives

\[
V=\frac23\sqrt{\frac{2J}{\varepsilon\mu_h}}\,L_1^{3/2},
\qquad
J=\frac98\,\frac{\varepsilon\mu_hV^2}{L_1^3}.
\]

Equating this to \(qGL_1\) reproduces both powers, but with \(9/8\) in place of \(4\) inside the fourth root. Under uniform generation the current is carried by holes in full only at the contact, so for the same current and length the charge is smaller than the constant-current law assumes. The relation between current and length is then \(J=4\varepsilon\mu_hV^2/L_1^3\), and the photocurrent is larger than the estimate by the factor \((32/9)^{1/4}=1.373\).

The region grows with voltage until it fills the film. Setting \(L_1=L\) gives

\[
V_{\rm sat}=\frac{L^2}{2}\sqrt{\frac{qG}{\varepsilon\mu_h}},
\qquad J_{\rm sat}=qGL .
\]

At higher voltage the field at the electron contact has a positive value \(E_0\), and the same integration gives \(E^2=E_0^2+s^2x^2\), with \(x\) now measured from that contact. In this limit the extra voltage raises the field but finds no more carriers to collect, so \(J\) stays at \(qGL\) as long as recombination is negligible.

The neglect of recombination can be checked from the solution itself. With \(n=J_e/(q\mu_eE)=G(L_1-x)/(\mu_esx)\) and the uniform \(p\),

\[
\frac{knp}{G}=\gamma\,\frac{L_1-x}{x},\qquad
\gamma=\frac{k\varepsilon}{q\mu_e}.
\]

The prefactor therefore requires \(\gamma\ll1\). Even then the estimate fails for \(x\lesssim\gamma L_1\), where the region joins the plasma. Langevin recombination, \(k=q(\mu_e+\mu_h)/\varepsilon\), has \(\gamma=1+b\), so there the loss inside the region is not small.

The powers can nevertheless survive. Define

\[
u=\frac{J_h}{J},\qquad \xi=\frac{qGx}{J},\qquad
\eta=\frac{\varepsilon\mu_hqG}{J^2}E^2 .
\]

The product of the densities is

\[
np=\frac{u(1-u)J^2}{q^2\mu_e\mu_hE^2}
=\frac{\varepsilon G}{q\mu_e}\,\frac{u(1-u)}{\eta}.
\]

The hole balance and Poisson's equation then become, with primes denoting \(d/d\xi\),

\[
u'=1-\gamma\frac{u(1-u)}{\eta},\qquad
\eta'=2[u-b(1-u)]\longrightarrow 2u ,
\]

where the arrow denotes \(b\to0\) at fixed \(\gamma\). In this limit the plasma lies at \(u=\eta=0\). Close to it, generation and recombination nearly cancel, so \(u\simeq\eta/\gamma\) and \(\eta'\simeq2\eta/\gamma\). The field decays into the plasma as \(e^{\xi/\gamma}\) for \(\xi\to-\infty\), and the voltage of the region is finite. Since \(E=Js\sqrt\eta/(qG)\) and \(dx=J\,d\xi/(qG)\),

\[
V=\frac{sJ^2}{q^2G^2}\,I(\gamma),\qquad
I(\gamma)=\int\sqrt{\eta}\,d\xi,\qquad
J=qG\sqrt{\frac{V}{I(\gamma)s}} ,
\]

with the integral ending at the contact, \(u=1\). Because \(s\propto G^{1/2}\), the powers \(3/4\) and \(1/2\) are unchanged. Recombination multiplies the boxed current by \([2I(\gamma)]^{-1/2}\), provided that the film is long enough to hold the decaying tail, that drift dominates and, at finite \(b\), that the plasma takes up only a small share of the voltage.

Two cases can be solved by hand. For \(\gamma\to0\), \(u=\xi\) and \(\eta=\xi^2\), which gives \(I=1/2\) and restores the boxed law. For \(\gamma=2\), the relation \(u=\eta/2\) makes both equations read \(u'=u\). With the contact at \(\xi=0\), \(u=e^\xi\), and

\[
I(2)=\sqrt2\int_{-\infty}^0e^{\xi/2}d\xi=2\sqrt2 .
\]

Direct integration of the two equations returns 2.828 for this case and 0.5001 at \(\gamma=10^{-4}\). At \(\gamma=1\) it gives \(I=1.56\), so in the limit \(b\to0\) Langevin recombination reduces the current to 0.57 of the boxed value.

The mobility contrast has a further role. The plasma between the contacts also takes up voltage. Using \(J=qGL_1\) and \(\gamma b s^2=kG/\mu_e^2\),

\[
E_p=\frac{\sqrt{\gamma b}}{1+b}\,sL_1,\qquad
\frac{E_p(L-L_1)}{V}=\frac{2\sqrt{\gamma b}}{1+b}\,\frac{L-L_1}{L_1}.
\]

This ratio must be small if \(V\) is to be identified with the voltage of the hole region. It grows as \(V\) falls, because \(L_1\) shrinks. Diffusion sets another lower limit. Electrons can climb from the plasma into the region to a depth \(x_T\) at which the potential has changed by about \(k_BT/q\), where \(k_B\) is Boltzmann's constant and \(T\) the temperature. From \(sx_T^2/2=k_BT/q\),

\[
\frac{x_T}{L_1}=\sqrt{\frac{k_BT}{qV}} .
\]

Pairs can also diffuse out of the plasma before they recombine. For small \(b\) the ambipolar diffusion coefficient is \(2\mu_hk_BT/q\) and the lifetime of a small excess is \(1/(2\sqrt{kG})\), so the diffusion length \(L_D\) obeys \(L_D/L_1=\sqrt{k_BT/2qV}\,(b/\gamma)^{1/4}\). The law therefore needs \(k_BT/q\ll V<V_{\rm sat}\), a voltage high enough to keep the plasma's share small, and recombination not so weak that \(L_D\) approaches \(L_1\). When \(\gamma\ll b\) the current rises above the law and depends on \(k\) again.

For an example, take round parameters in the rough regime of a polymer:fullerene photodiode with slow holes: \(L=300\) nm, \(\varepsilon_r=3.5\), \(\mu_h=10^{-5}\) and \(\mu_e=10^{-3}\) cm\(^2\)/Vs, \(G=4\times10^{21}\) cm\(^{-3}\) s\(^{-1}\), \(T=300\) K and \(V=2\) V. Recombination has one hundredth of the Langevin coefficient, so \(k=5.22\times10^{-12}\) cm\(^3\)/s and \(\gamma=0.0101\). The field gradient is \(s=1.438\times10^{10}\) V/cm\(^2\), and

\[
L_1=\sqrt{\frac{2\times2}{1.438\times10^{10}}}\ {\rm cm}
=1.668\times10^{-5}\ {\rm cm}=167\ {\rm nm}.
\]

The current is

\[
J=(1.602\times10^{-19})(4\times10^{21})(1.668\times10^{-5})\ {\rm A/cm^2}
=10.7\ {\rm mA/cm^2},
\]

or 107 A/m\(^2\). The estimate with \(9/8\) would give 7.8 mA/cm\(^2\). In the recombination-free drift law, saturation begins at 6.5 V with 19.2 mA/cm\(^2\), so at 2 V about 44% of the pairs are lost. Recombination and diffusion round off this sharp threshold. The field reaches \(sL_1=0.24\) MV/cm at the hole contact.

These figures were tested against a numerical solution of Poisson's equation with drift, diffusion and recombination of both carriers. Its selective contacts hold a density of \(10^{17}\) cm\(^{-3}\) of the carrier they collect. It gives 10.39 mA/cm\(^2\), 2.8% below the boxed law, and halving the mesh spacing leaves the printed value unchanged. The deficit depends on the chosen contact density: it is 1.4% at \(10^{16}\), 4.4% at \(10^{18}\) and 6.6% at \(10^{19}\) cm\(^{-3}\). The reduced drift equation accounts for part of the difference: recombination alone lowers the law to 10.56 mA/cm\(^2\). When \(k_BT/q\) is divided by five in the full solution, with mobilities, recombination coefficient and contact densities held fixed, the current rises to 10.52 mA/cm\(^2\), 0.4% below the drift result. Most of the remaining difference is thus thermal in origin, and about half of it is tied to the contacts. The potential step between the electron contact and the plasma, \((k_BT/q)\ln(10^{17}/2.77\times10^{16})=33\) mV, would by itself cost 0.8% of the current, and setting both contact densities equal to the plasma density raises the current by 0.8%, to 10.48 mA/cm\(^2\). The estimated plasma voltage, 32 mV, would by itself lower the current by 0.8%. The smaller net discrepancy implies partial compensation by other effects, which this comparison does not separate.

The full solution has a voltage exponent of 0.526 between 1 and 4 V at fixed \(G\), and a generation exponent of 0.749 between \(G/2\) and \(2G\) at 2 V. The first exceeds one half because the deficit relative to the law shrinks with voltage, from 5.0% at 1 V to 1.5% at 4 V. At twice the saturation voltage the current is 0.998 of \(qGL\).

The internal structure agrees as well. At 2 V, the hole densities 40 and 100 nm from the hole contact are both \(2.78\times10^{16}\) cm\(^{-3}\), as the uniform-density formula predicts. In the plasma at 0.5 V, 100 nm from the electron contact, the field is 1083 V/cm, while the plasma formula with the computed current gives 1082 V/cm. The plasma density, \(2.77\times10^{16}\) cm\(^{-3}\), nearly equals the hole density of the space-charge region. This follows from the chosen parameters, since the ratio of the region's hole density to the plasma density is \(\sqrt{\gamma/b}\), here close to one. The small thermal correction found here does not carry over to films with \(\gamma\ll b\). With \(k\) at \(10^{-3}\), \(10^{-4}\) and \(10^{-5}\) of the Langevin value and all else unchanged, the full current at 2 V exceeds the law by 4%, 16% and 38%, and at \(10^{-4}\) the voltage exponent between 1 and 4 V falls to 0.40.

In real blends of this kind the assumption of a constant hole mobility is a weak one. If the mobility rises as \(\exp(\beta\sqrt E)\) from the stated low-field value, with the rough slope \(\beta=3\times10^{-3}\) (cm/V)\(^{1/2}\), the recombination-free current at 2 V increases by 24%, and its voltage exponent between 1 and 2 V becomes 0.545. A thermally activated mobility with an assumed energy of 0.3 eV raises the law's current by 30% at 330 K if \(G\) and \(V\) are unchanged. Field-assisted separation of bound pairs can make \(G\) itself depend on voltage. The Onsager-Braun dissociation rate is 13 times its zero-field value at the mean field \(V/L_1\). If the zero-field yield were 0.8 and the yield rose uniformly, the law's current could gain at most 18%, because the yield cannot exceed one. For weakly absorbed light with absorption coefficient \(10^4\) cm\(^{-1}\) and the same mean generation, the current changes by about 6%, upward for light entering at the hole contact and downward for light entering at the electron contact. Strongly absorbed light would violate uniform generation much more severely. The holes fill about \(3\times10^{-4}\) of an assumed \(10^{20}\) states per cm\(^3\), and the peak field is below the rough 1 MV/cm scale of breakdown. Trapped charge and imperfectly selective contacts are not included in these estimates. In a measurement, \(V\) must also be inferred from the applied bias and the built-in potential, and an error in that offset distorts the apparent voltage exponent most at low \(V\).

Within its regime the law gives a thickness condition: nearly complete collection at a given \(V\) and \(G\) requires \(L\) not to exceed \((4\varepsilon\mu_hV^2/qG)^{1/4}\), here 167 nm at 2 V. At that thickness the full solution collects 95% of the pairs. The condition depends on the recombination strength: with Langevin recombination the same film collects only 62%, while with \(k\) at \(10^{-4}\) of the Langevin value a 200 nm film still collects 93%. Doubling the slow mobility at fixed \(V\) and \(G\) lengthens this limit by only \(2^{1/4}-1\), or 19%, whereas doubling the voltage lengthens it by 41%.

## Calculated quantities

```
thickness 300 nm, eps_r 3.50, T 300 K
mu_h 1.0e-05, mu_e 1.0e-03 cm2/Vs, b 0.010
G 4.00e+21 cm^-3 s^-1, V 2.00 V, kT/q 25.85 mV
Langevin reduction 0.010
k_rec 5.222e-12 cm3/s, gamma 0.0101
contact density 1.0e+17 cm^-3
field gradient 1.4381e+10 V/cm2
space-charge length L1 166.8 nm
peak field 0.240 MV/cm
hole density in region 2.782e+16 cm^-3
plasma density 2.768e+16 cm^-3
plasma voltage estimate 31.8 mV
V_sat 6.471 V, J_sat 19.226 mA/cm2
J closed law 10.688 mA/cm2 = 106.9 A/m2
J by quadrature 10.688 mA/cm2
J with 9/8 estimate 7.784 mA/cm2
ratio law / 9/8 estimate 1.3732
J drift with recombination 10.564 mA/cm2
J full solution 10.394 mA/cm2
J full, mesh halved 10.394 mA/cm2
full / law 0.9724
J full, kT/q divided by 5: 10.520 mA/cm2
that / drift theory 0.9959
J full at 1 V 7.178, at 4 V 14.890 mA/cm2
V exponent, 1 to 4 V: 0.5263
J full at G/2 6.184, at 2G 17.460 mA/cm2
G exponent, G/2 to 2G: 0.7487
full p, 40 nm from hole contact 2.781e+16 cm^-3
full p, 100 nm from hole contact 2.780e+16 cm^-3
0.5 V, x=100 nm: n 2.767e+16 cm^-3, E 1083.3 V/cm
plasma formula for that field 1082.2 V/cm
J / J_sat at 12.94 V: 0.9981
gamma 0.0001: I 0.5001, J factor 0.9999
gamma 0.0101: I 0.5119, J factor 0.9883
gamma 0.1: I 0.6057, J factor 0.9086
gamma 1: I 1.5622, J factor 0.5657
gamma 2: I 2.8284, J factor 0.4204
mobility field slope 3.0e-03 (cm/V)^0.5 (rough)
  mobility gain at law's peak field 4.35
  J gain 1.236, V exponent 1-2 V 0.545
absorption 1.0e+04 1/cm, alpha L 0.30
  J/law, light from hole side 1.062
  J/law, light from electron side 0.939
pair dissociation rate gain at mean field 13.4
  largest J gain if zero-field yield 0.8: 1.182
J gain at 330 K, activation 0.3 eV: 1.302
state filling p/1e+20 cm^-3: 2.8e-04
```
